\section*{Pressure Shift of the Antiferroelectric Switching Field with Its First Correction}

\section{Dimensions, symmetry and the form of the answer}

An antiferroelectric crystal (phase A) has dipoles that cancel between sublattices. A sufficiently large field $E$ turns it into a ferroelectric phase (phase F) by a first-order transition. The polarization then jumps by $\Delta P=P_F-P_A$ and the volume, divided by a fixed reference volume, jumps by $\Delta v=v_F-v_A$. We ask how far a hydrostatic pressure $p$ moves the field of the transition.

The ratio $p/\Delta P$ is a field, because
\begin{equation}
\frac{\mathrm{Pa}}{\mathrm{C/m^2}}=\frac{\mathrm{J/m^3}}{\mathrm{C/m^2}}=\frac{\mathrm{J}}{\mathrm{C\,m}}=\frac{\mathrm{V}}{\mathrm{m}} .
\end{equation}
The shift therefore has the form $(p/\Delta P)\,\Phi$, where $\Phi$ is a function of dimensionless quantities such as $\Delta v$ and $p/K$, with $K$ a bulk modulus. Symmetry restricts it further. Reversing the field reverses $\Delta P$ but leaves $\Delta v$ unchanged, so the shift must be odd in $\Delta P$: the two transitions at $\pm E$ move apart or together symmetrically. Dimensions and symmetry do not fix $\Phi$ itself. Thermodynamics gives $\Phi\to\Delta v$ as $p\to0$, and hence
\begin{equation}
\Delta E_c\simeq\frac{p\,\Delta v}{\Delta P}
=\frac{(10^8\ \mathrm{Pa})(0.003)}{0.4\ \mathrm{C/m^2}}
=0.75\ \mathrm{MV/m}=7.5\ \mathrm{kV/cm}.
\label{estimate}
\end{equation}
Here $E_c$ is the coexistence field, at which the two phases have equal Gibbs energy. Its relation to a measured switching field is taken up in Section 5.

\section{Leading order: the coexistence line}

Let the undeformed sample have electrode area $\mathcal A_0$ and thickness $L_0$. With voltage $U$ and electrode charge $q$, define $E=U/L_0$ and $D=q/\mathcal A_0$. The electrical work is $U\,dq=\mathcal A_0L_0\,E\,dD$, and the work done by the pressure is $-p\,dV=-\mathcal A_0L_0\,p\,dv$. Per reference volume, the internal energy obeys $du=T\,ds+E\,dD-p\,dv$. The potential suited to fixed $T$, $E$ and $p$ is $g=u-Ts-ED+pv$. Its differential is
\begin{equation}
dg=-s\,dT-D\,dE+v\,dp ,
\end{equation}
since the terms $T\,ds$, $E\,dD$ and $p\,dv$ cancel. Let $P$ be the polarization charge per undeformed electrode area $\mathcal A_0$. At a common field the jump of $D$ equals $\Delta P$ apart from the vacuum charge, which changes with the sample's shape. That part is of order $\epsilon_0E\,\Delta v\approx10^{-5}\ \mu\mathrm{C/cm^2}$ in the example below, against a jump of $40\ \mu\mathrm{C/cm^2}$. We drop it and write $P$ for $D$.

On the coexistence line $g_A=g_F$. Moving along the line keeps the energies equal, so $dg_F-dg_A=0$:
\begin{equation}
-\Delta s\,dT-\Delta P\,dE_c+\Delta v\,dp=0 .
\label{line}
\end{equation}
At fixed temperature and at fixed pressure this gives, respectively,
\begin{equation}
\frac{dE_c}{dp}=\frac{\Delta v}{\Delta P}\equiv R,\qquad
\frac{dE_c}{dT}=-\frac{\Delta s}{\Delta P}.
\label{slopes}
\end{equation}
The first relation is a Clausius--Clapeyron equation. It requires a first-order transition, hydrostatic pressure and slow changes, with $\Delta P$ measured along the field. Under a uniaxial load, the strain jump along the load would replace $\Delta v$, because the load does work through that strain.

The sign has a direct reading. Pressure charges an energy $p\,\Delta v$ for entering the larger phase, and the field must supply it through $\Delta P\,\Delta E_c$. If F is larger than A, the transition field rises; if F is smaller, it falls.

\section{The first correction in pressure}

Equation \eqref{estimate} treats $R$ as constant, but both jumps change along the line. Taylor expansion at fixed temperature gives
\begin{equation}
E_c(p)=E_c(0)+R_0\,p+\tfrac12R'_0\,p^2+O(p^3),
\end{equation}
where the prime is the derivative along the coexistence line. To find $R'$, define for each phase
\begin{equation}
\chi=\left(\frac{\partial P}{\partial E}\right)_p,\quad
m=\left(\frac{\partial v}{\partial E}\right)_p,\quad
\kappa=-\left(\frac{\partial v}{\partial p}\right)_E .
\end{equation}
Since $P=-\partial g/\partial E$ and $v=\partial g/\partial p$, equality of mixed derivatives gives $(\partial P/\partial p)_E=-m$. Along the line $dE=R\,dp$, so that
\begin{align}
\frac{d\Delta v}{dp}&=-\Delta\kappa+R\,\Delta m, \label{dv}\\
\frac{d\Delta P}{dp}&=-\Delta m+R\,\Delta\chi . \label{dP}
\end{align}
Every $\Delta$ means F minus A. Differentiating $R=\Delta v/\Delta P$ by the quotient rule,
\begin{align}
R'&=\frac{1}{\Delta P}\left(\frac{d\Delta v}{dp}-R\frac{d\Delta P}{dp}\right)\nonumber\\
&=\frac{-\Delta\kappa+2R\,\Delta m-R^2\Delta\chi}{\Delta P}.
\label{second}
\end{align}
The two $\Delta m$ terms add because the minus sign in \eqref{dP} meets the minus sign of the quotient rule. The shift through second order is therefore
\begin{equation}
\Delta E_c=\frac{p\,\Delta v_0}{\Delta P_0}
+\frac{p^2}{2\Delta P_0}\left(-\Delta\kappa+2R_0\Delta m-R_0^2\Delta\chi\right).
\label{two}
\end{equation}
The first term in the bracket says that the softer phase shrinks more. The second comes from the coupling of volume to field, and the third from the different dielectric responses. The leading estimate is good when
\begin{equation}
\left|\frac{p\,R'_0}{2R_0}\right|\ll1 .
\label{criterion}
\end{equation}
Higher orders are assumed small here. Unless the terms of $R'_0$ happen to cancel, the condition fails at high enough pressure. It also fails when $\Delta v_0$ is so small that the leading term no longer dominates; for $\Delta v_0=0$ the shift starts at order $p^2$, with coefficient $-\Delta\kappa/(2\Delta P_0)$.

\section{A model in which both orders can be computed}

\subsection{Energy and parameters}

Let $A$ now also denote the staggered polarization of the sublattices, and $e$ the volume strain. A homogeneous mean-field energy is
\begin{align}
f={}&\tfrac12a_PP^2+\tfrac14b_PP^4+\tfrac12a_AA^2+\tfrac14b_AA^4\nonumber\\
&+\tfrac12cP^2A^2+\tfrac12K(A)\left(e-Q_PP^2-Q_AA^2\right)^2 .
\end{align}
One minimizes $f-EP+pe$. The strain equation gives $e=Q_PP^2+Q_AA^2-p/K$. Inserting it, the elastic term becomes $p^2/2K$ and the pressure term becomes $p(Q_PP^2+Q_AA^2)-p^2/K$. Their sum is
\begin{equation}
p\left(Q_PP^2+Q_AA^2\right)-\frac{p^2}{2K(A)} .
\label{elim}
\end{equation}

The example is set in the regime of bulk tin-modified lead zirconate titanate ceramics, with rough round values. At $p=0$ we choose $E_0=50$ kV/cm, $P_A=2$, $P_F=42$ and staggered polarization $A_0=40\ \mu\mathrm{C/cm^2}$ in phase A. Phase F has $A=0$. We also choose $1/\chi_F=4\times10^8$ V\,m/C (relative susceptibility 282), $Q_A=0.005\ \mathrm{m^4/C^2}$ and $K=K_F(1+0.1A^2/A_0^2)$. The bulk moduli at fixed $P$ and $A$ are then 100 GPa in F and 110 GPa in A. At fixed field the order parameters relax, and the moduli $1/\kappa$ found below are about 92 and 110 GPa.

The other coefficients follow. In F, equilibrium and the chosen susceptibility require $a_P+b_PP_F^2=E_0/P_F$ and $a_P+3b_PP_F^2=1/\chi_F$. Subtraction gives
\begin{equation}
b_P=\frac{1/\chi_F-E_0/P_F}{2P_F^2},\qquad a_P=\frac{E_0}{P_F}-b_PP_F^2 .
\end{equation}
In A, the equations for $P$ and $A$ give
\begin{equation}
c=\frac{E_0/P_A-a_P-b_PP_A^2}{A_0^2},\quad a_A=-b_AA_0^2-cP_A^2 .
\end{equation}
With $\phi(x)=\frac12a_Px^2+\frac14b_Px^4-E_0x$, the energy of A is $\phi(P_A)-\frac14b_AA_0^4$, after use of the last relation. Setting it equal to $\phi(P_F)$ yields
\begin{equation}
b_A=\frac{4[\phi(P_A)-\phi(P_F)]}{A_0^4}.
\end{equation}
Finally, $\Delta v_0=Q_P(P_F^2-P_A^2)-Q_AA_0^2=0.003$ gives $Q_P=0.0038/0.176=0.0216\ \mathrm{m^4/C^2}$. In SI units the results are $a_P=-1.821\times10^8$, $b_P=1.100\times10^9$, $a_A=-2.379\times10^8$, $b_A=1.480\times10^9$ and $c=2.698\times10^9$.

\subsection{Response of each phase}

Let $H$ be the matrix of second derivatives of the energy in $(P,A)$ at $p=0$ after eliminating $e$, and let $S=H^{-1}$. Write $\mathbf n=(1,0)$ and $\mathbf u=(2Q_PP,\,2Q_AA)$. By \eqref{elim}, small changes obey $H\,\delta\mathbf y=\mathbf n\,\delta E-\mathbf u\,\delta p$, and the volume changes by $\mathbf u\cdot\delta\mathbf y-\delta p/K$. Therefore
\begin{equation}
\chi=\mathbf n S\mathbf n,\qquad m=\mathbf u S\mathbf n,\qquad
\kappa=\frac1K+\mathbf uS\mathbf u .
\end{equation}

In F the staggered variable decouples, because $A=0$. With $2Q_PP_F=0.01814$ m$^2$/C,
\begin{align}
\chi_F&=2.50\times10^{-9}\ \mathrm{C/(V\,m)},\nonumber\\
m_F&=0.01814\,\chi_F=4.53\times10^{-11}\ \mathrm{m/V},\nonumber\\
\kappa_F&=10^{-11}+(0.01814)^2\chi_F=1.082\times10^{-11}\ \mathrm{Pa^{-1}}.
\end{align}

In A the matrix elements are
\begin{align}
H_{PP}&=a_P+3b_PP_A^2+cA_0^2=2.509\times10^8,\nonumber\\
H_{PA}&=2cP_AA_0=4.317\times10^7,\nonumber\\
H_{AA}&=a_A+3b_AA_0^2+cP_A^2=2b_AA_0^2=4.736\times10^8,
\end{align}
all in V\,m/C. The determinant is $1.169\times10^{17}$, so $S_{PP}=4.05\times10^{-9}$, $S_{PA}=-3.69\times10^{-10}$ and $S_{AA}=2.15\times10^{-9}$ C/(V\,m). With $\mathbf u=(0.000864,\,0.004)$ m$^2$/C this gives $\chi_A=4.05\times10^{-9}$ C/(V\,m), $m_A=2.0\times10^{-12}$ m/V and $\kappa_A=9.13\times10^{-12}$ Pa$^{-1}$. The differences, in the same units, are
\begin{equation}
\Delta\chi=-1.55\times10^{-9},\quad
\Delta m=4.33\times10^{-11},\quad
\Delta\kappa=1.70\times10^{-12}.
\end{equation}

\subsection{Size of the correction}

With $R_0=0.0075$ (V/m)/Pa, the bracket in \eqref{two} is
\begin{equation}
(-1.70+0.65+0.09)\times10^{-12}=-0.96\times10^{-12}\ \mathrm{Pa^{-1}} .
\end{equation}
Multiplication by $p^2/(2\Delta P_0)=1.25\times10^{16}$ Pa$^2$\,m$^2$/C gives $-0.12$ kV/cm. The second-order shift is therefore
\begin{equation}
\Delta E_c=7.50-0.12=7.38\ \mathrm{kV/cm}.
\end{equation}
Direct minimization of the model energy in both phases, followed by a search for the field of equal energy, gives 7.379 kV/cm. The leading estimate is thus high by 1.6 percent of itself.

The jumps themselves give a finer comparison. Equations \eqref{dv} and \eqref{dP} predict that 100 MPa changes $\Delta v$ by $-1.37\times10^{-4}$ and $\Delta P$ by $-0.55\ \mu\mathrm{C/cm^2}$, leading to 0.286 percent and $39.45\ \mu\mathrm{C/cm^2}$. Minimization gives 0.2863 percent and $39.454\ \mu\mathrm{C/cm^2}$. The local law was tested at 0, 50 and 100 MPa: the slopes of the computed coexistence field, 0.0750, 0.0738 and 0.0726 kV/cm per MPa, agree with the ratios of the computed jumps.

The bare difference of bulk moduli contributes $-0.11$ kV/cm, nearly the whole correction. This closeness is partly accidental. The softness of the order parameters adds $-0.10$ kV/cm through $\Delta\kappa$, while the $\Delta m$ and $\Delta\chi$ terms return $+0.08$ and $+0.01$ kV/cm.

\subsection{A transition that contracts}

Now keep the zero-pressure polarizations, field and moduli, but set $\Delta v_0=-0.003$. Then $Q_P=-0.0022/0.176=-0.0125\ \mathrm{m^4/C^2}$ and $R_0=-0.0075$ (V/m)/Pa. The same formulas give $\Delta m=-2.27\times10^{-11}$ m/V and $\Delta\kappa=1.15\times10^{-12}$ Pa$^{-1}$, with $\Delta\chi$ unchanged. The bracket becomes
\begin{equation}
(-1.15+0.34+0.09)\times10^{-12}=-0.72\times10^{-12}\ \mathrm{Pa^{-1}},
\end{equation}
and the shift is $-7.50-0.09=-7.59$ kV/cm. Minimization gives $-7.588$ kV/cm. The leading term changes sign with $\Delta v_0$. With these parameters the correction stays negative, so it reduces the size of the shift in the expanding case and increases it in this one. That sign is not general. The negative $Q_P$ used here is unusual for a perovskite; if $Q_P=0.0216$ is kept and the same contraction is obtained from $Q_A=0.0425\ \mathrm{m^4/C^2}$, the correction is about $+0.004$ kV/cm. If A is made 10 percent softer than F instead of stiffer, the correction is positive in both the expanding and the contracting case.

\section{Coexistence field and switching field}

A hysteresis loop does not show $E_c$ directly. Write the forward and backward switching fields as $E_\uparrow=E_c+w_\uparrow$ and $E_\downarrow=E_c-w_\downarrow$. Then
\begin{equation}
\Delta E_\uparrow=\Delta E_c+\Delta w_\uparrow .
\end{equation}
The forward field follows \eqref{estimate} if $w_\uparrow$ does not depend on pressure. If $w_\uparrow=w_\downarrow$ at each pressure, the mean of the two fields equals $E_c$ even when the width changes.

An extreme case shows that this condition matters. Suppose phase A survived until its homogeneous state lost stability. Let $\mathbf x=(P,A,e)$ and let $M$ be the matrix of second derivatives of $f$ in these variables. At the limit there is a soft direction $\mathbf t=(t_P,t_A,t_e)$ with $M\mathbf t=0$. Differentiating the equilibrium equations along the line of limits gives
\begin{equation}
M\frac{d\mathbf x}{dp}-\frac{dE_{\rm lim}}{dp}\,(1,0,0)+(0,0,1)=0 .
\end{equation}
Contraction with $\mathbf t$ removes the first term, since $M$ is symmetric, and leaves
\begin{equation}
\frac{dE_{\rm lim}}{dp}=\frac{t_e}{t_P}=\left.\frac{de}{dP}\right|_{\rm soft}.
\end{equation}
This is a local ratio at the end of the A branch and need not equal the ratio of the total jumps. In the model it is 0.037 kV/cm per MPa, in agreement with the slope of the computed limit and about half of $R_0$. That fraction depends on the chosen $Q_A$: at the same jumps it is 0.67 for $Q_A=0$ and $-0.23$ for $Q_A=0.025\ \mathrm{m^4/C^2}$. At 100 MPa the limit moves by 3.6 kV/cm, from 248 kV/cm. That limit is no prediction of a measured switching field: it lies above a rough breakdown field of 150 kV/cm, and the model omits the nucleation and domain walls that allow earlier switching.

\section{Reading the number for a real ceramic}

For bulk tin-modified lead zirconate titanate, switching fields of tens of kV/cm, polarization jumps of tens of $\mu\mathrm{C/cm^2}$ and volume jumps of a few tenths of a percent are the right rough sizes, though they vary with composition. The chosen jump of $40\ \mu\mathrm{C/cm^2}$ is on the high side for a ceramic, and a smaller jump at the same $\Delta v$ would give a larger shift. The assumption most open to doubt is a hysteresis width independent of pressure. With a rough half-width of 10 kV/cm, a change of 10 percent moves the forward field by 1 kV/cm, or 13 percent of the estimated shift. Ceramic grains also constrain one another and have different orientations; the homogeneous model does not size that effect.

The input precision matters as much. A volume jump quoted as 0.3 percent may be uncertain by 0.05 percent through rounding, which changes the result by 1.25 kV/cm. With $\Delta P$ held at $40\ \mu\mathrm{C/cm^2}$ the shift then lies between about 6 and 9 kV/cm, and with $30\ \mu\mathrm{C/cm^2}$ between about 8 and 12 kV/cm, so the second-order correction of 0.12 kV/cm is well below the input uncertainty. Using the full polarization $P_F$ in place of the jump would give 7.1 kV/cm, an error of 5 percent relative to \eqref{estimate}.

Temperature enters through \eqref{slopes}. The sign and size of the slope depend on composition; where F is the low-temperature phase the slope is positive, and warming then adds to the pressure shift instead of cancelling it. As an example, take $-0.5$ kV/cm per K, which corresponds to $\Delta s=20$ kJ/(m$^3$\,K). A warming of about 15 K then cancels the pressure shift, so the two fields must be compared at the same temperature. Fast compression warms the sample. At constant entropy, $C\,dT/T=\alpha\,dp$, with volumetric heat capacity $C$ and volume expansivity $\alpha$. For rough values $C=3$ MJ/(m$^3$\,K) and $\alpha=2\times10^{-5}$ K$^{-1}$ at 300 K,
\begin{equation}
\delta T\simeq\frac{\alpha Tp}{C}=0.2\ \mathrm K ,
\end{equation}
which lowers the field by 0.1 kV/cm. Fast switching has a larger effect. If the small heat released by hysteresis is neglected, complete conversion without heat exchange requires $C\,\delta T/T+\Delta s\simeq0$, or $\delta T\simeq-2$ K, and this cooling raises the field needed to finish the conversion by 1 kV/cm. If both pressures are measured at the same rate and $\Delta s$ is the same, this contribution nearly cancels in the difference.

The elastic change of thickness matters little here. Pressure thins the sample by a fraction of about $p/(3K)$ if it is elastically isotropic, so the true field exceeds the nominal one by only about 0.02 kV/cm at 50 kV/cm in either phase. The forward field under pressure is $50+10+7.5=67.5$ kV/cm, below the rough breakdown field, provided pressure does not greatly reduce the latter. The values used here are collected in the numerical output that follows.

\section*{Table of computed values}
\begin{verbatim}
pressure: 100 MPa
polarization jump: 40 uC/cm2
volume jump: 0.3 percent
ESTIMATED FIELD SHIFT: 7.5 kV/cm
same shift: 0.75 MV/m
shift if P_FE replaced the jump: 7.143 kV/cm
model a_P: -1.82143e+08 V m/C
model b_P: 1.10004e+09 V m^5/C^3
model a_A: -2.37857e+08 V m/C
model b_A: 1.47986e+09 V m^5/C^3
model c: 2.69814e+09 V m^5/C^3
model Q_P: 0.02159 m^4/C^2
model Q_A: 0.00500 m^4/C^2
AFE polarization at coexistence: 2 uC/cm2
FE polarization at coexistence: 42 uC/cm2
AFE staggered polarization: 40 uC/cm2
FE relative susceptibility: 282
FE bulk modulus: 100 GPa
AFE bulk modulus: 110 GPa
coexistence field, no pressure: 50.000 kV/cm
coexistence field, full pressure: 57.379 kV/cm
model shift: 7.379 kV/cm
model shift over estimate: 0.9839
slope at 0 MPa: energies 0.075000, jumps 0.075000 kV/cm per MPa
slope at 50 MPa: energies 0.073792, jumps 0.073792 kV/cm per MPa
slope at 100 MPa: energies 0.072568, jumps 0.072568 kV/cm per MPa
polarization jump, full pressure: 39.454 uC/cm2
volume jump, full pressure: 0.2863 percent
shift if transition contracts: -7.588 kV/cm
elastic correction, formula: -0.1136 kV/cm
elastic correction, model: -0.1146 kV/cm
AFE stability limit, no pressure: 248.4 kV/cm
shift of that limit: 3.559 kV/cm
limit slope, fields: 0.03697 kV/cm per MPa
limit slope, local de/dP: 0.03697 kV/cm per MPa
temperature: 300 K
temperature slope, model: -0.5000 kV/cm per K
entropy jump: 20.00 kJ/(m3 K)
rough heat capacity: 3 MJ/(m3 K)
rough volume expansivity: 2e-05 1/K
warming equal to pressure shift: 15.0 K
heating by fast compression: 0.20 K
its field effect: -0.10 kV/cm
temperature change, fast switching: -2.00 K
its field effect: 1.00 kV/cm
rough hysteresis half-width: 10 kV/cm
effect of 10 percent width change: 1 kV/cm
true minus nominal field: 0.017 kV/cm
effect of 0.05 percent in volume: 1.25 kV/cm
forward field under pressure: 67.5 kV/cm
rough breakdown field: 150 kV/cm
vacuum part of charge jump: 1.3e-05 uC/cm2
\end{verbatim}
